# Landau Diamagnetism from the Static Transverse Current Response: a program that tests the result

```python
"""
Static transverse current response of a free electron gas and its q^2 term.
Result under test: j = -K(q) A with, at zero temperature and z = q/(2 kF),
  K/(n e^2/m) = 1 - (3/(16 z)) [(1-z^2)^2 ln|(1+z)/(1-z)| + z(10/3 - 2 z^2)]
              = z^2 - z^4/5 - z^6/35 - ...
so that chi_Landau = -mu0 K/q^2 (q -> 0) = -chi_Pauli/3.
Symbols: n density, kF Fermi wavenumber, A vector potential, mu chemical
potential, T temperature as an energy. The tests use hbar = m = e = 1 and
kF = 1 at zero temperature; the worked example uses SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad


def kernel_ratio(z):
    """Closed form of K/(n e^2/m) at zero temperature."""
    log_term = np.log(abs((1 + z) / (1 - z)))
    integral = (1 - z**2)**2 * log_term + z * (10 / 3 - 2 * z**2)
    return 1 - 3 * integral / (16 * z)


def kernel_from_bubble(q, transverse=True):
    """K/(n e^2/m) by quadrature of the occupation difference quotient."""
    def disc(p):
        room = max(1 - p * p, 0.0)
        return np.pi * room**2 / 4 if transverse else np.pi * room

    def integrand(kz):
        vertex = 1.0 if transverse else kz**2
        return vertex * (disc(kz - q / 2) - disc(kz + q / 2)) / (-kz * q)

    edges = [0.0, abs(1 - q / 2), 1 + q / 2]
    total = sum(quad(integrand, a, b, epsabs=1e-13, epsrel=1e-12)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    paramagnetic = 2 * 2 * total / (2 * np.pi)**3
    density = 1 / (3 * np.pi**2)
    return 1 + paramagnetic / density


# Zero temperature: closed form against quadrature, below and above 2 kF
print("Zero temperature, K in units of n e^2/m (dimensionless)")
for q in (0.1, 0.5, 1.0, 1.5, 3.0):
    direct = kernel_from_bubble(q)
    closed = kernel_ratio(q / 2)
    assert abs(direct - closed) < 1e-9
    print(f"q/kF={q:.1f}: quadrature {direct:.7f}, closed form {closed:.7f}, "
          f"K/(q^2 term) {closed / (q / 2)**2:.5f}")
for q in (0.5, 3.0):
    longitudinal = kernel_from_bubble(q, transverse=False)
    assert abs(longitudinal) < 1e-9
    print(f"longitudinal |K| at q/kF={q:.1f} below 1e-9: "
          f"{abs(longitudinal) < 1e-9}")

# Small-q coefficient by extrapolation of the quadrature
coef = [kernel_from_bubble(q) / q**2 for q in (0.1, 0.2)]
extrapolated = (4 * coef[0] - coef[1]) / 3
assert abs(extrapolated / 0.25 - 1) < 1e-5
print(f"extrapolated K/(n e^2/m) / (q/kF)^2 = {extrapolated:.6f}")

# Power series of the closed form
z = sp.symbols("z", positive=True)
symbolic = 1 - sp.Rational(3, 16) / z * (
    (1 - z**2)**2 * (sp.log(1 + z) - sp.log(1 - z))
    + z * (sp.Rational(10, 3) - 2 * z**2))
series = sp.expand(sp.series(symbolic, z, 0, 8).removeO())
assert sp.simplify(series - (z**2 - z**4 / 5 - z**6 / 35)) == 0
print("series of K/(n e^2/m) in z = q/(2kF):", series)

# Finite temperature: several roads that do not use the response formula
mu, T, step = 0.5, 0.1, 0.05
grid = step * np.arange(-80, 81)
short_grid = step * np.arange(-60, 61)


def thermal_average(function, breakpoint):
    """Average over zero-temperature gases with Fermi wavenumber p."""
    def integrand(p):
        weight = 1 / (4 * T * np.cosh((p * p / 2 - mu) / (2 * T))**2)
        return p * weight * function(p)
    return (quad(integrand, 0.005, breakpoint, epsabs=1e-12)[0]
            + quad(integrand, breakpoint, 4.0, epsabs=1e-12)[0])


def grand_potential_wave(q, amplitude):
    """Grand potential per volume with A_x = amplitude*cos(q z)."""
    cells = round(q_over_step := q / step)
    assert abs(cells - q_over_step) < 1e-9
    half = round(4 / q)
    size = 2 * half + 1
    kz = -q / 2 + step * np.arange(cells)
    waves = q * np.arange(-half, half + 1)
    cosine = (np.eye(size, k=1) + np.eye(size, k=-1)) / 2
    cosine_squared = (np.eye(size) / 2
                      + (np.eye(size, k=2) + np.eye(size, k=-2)) / 4)
    kx = short_grid[:, None, None, None]
    kinetic = (kz[:, None] + waves)**2 / 2
    hamiltonian = (kinetic[None, :, :, None] * np.eye(size)
                   + kx**2 / 2 * np.eye(size)
                   + kx * amplitude * cosine
                   + amplitude**2 / 2 * cosine_squared)
    energies = np.linalg.eigvalsh(hamiltonian).ravel()
    exponent = (mu - energies[:, None] - short_grid**2 / 2) / T
    return (-2 * T * np.logaddexp(0, exponent).sum()
            * step**3 / (2 * np.pi)**3)


print(f"Finite temperature, hbar=m=e=1: mu={mu}, T={T}")
amplitude = 0.002
scaled = []
for q in (0.25, 0.5):
    rise = grand_potential_wave(q, amplitude) - grand_potential_wave(q, 0.0)
    K_diag = 4 * rise / amplitude**2
    K_formula = thermal_average(
        lambda p: p**3 / (3 * np.pi**2) * kernel_ratio(q / (2 * p)), q / 2)
    assert abs(K_diag / K_formula - 1) < 1e-3
    scaled.append(K_diag / q**2)
    print(f"q={q}: K from diagonalization {K_diag:.6e}, "
          f"from formula {K_formula:.6e}")
chi_wave = -(4 * scaled[0] - scaled[1]) / 3
mean_k = thermal_average(lambda p: p, 0.5)

# Uniform field: explicit sum over Landau levels, spin energy left out
field = 0.05
levels = field * (np.arange(160) + 0.5)
exponent = (mu - levels[:, None] - grid**2 / 2) / T
omega_field = (-2 * T * field / (2 * np.pi)**2 * step
               * np.logaddexp(0, exponent).sum())
omega_zero = (-2 * T / (4 * np.pi**2) * step
              * (grid**2 * np.logaddexp(0, (mu - grid**2 / 2) / T)).sum())
chi_levels = -2 * (omega_field - omega_zero) / field**2


def one_spin_density(chemical_potential):
    occupation = 1 / (np.exp((grid**2 / 2 - chemical_potential) / T) + 1)
    return step * (grid**2 * occupation).sum() / (4 * np.pi**2)


# Spin magnetization from populations; the Bohr magneton is 1/2 here
small_field = 1e-3
chi_spin = 0.5 * (one_spin_density(mu + small_field / 2)
                  - one_spin_density(mu - small_field / 2)) / small_field
chi_orbital_formula = -mean_k / (12 * np.pi**2)
chi_spin_formula = mean_k / (4 * np.pi**2)
assert abs(chi_wave / chi_orbital_formula - 1) < 1e-3
assert abs(chi_levels / chi_orbital_formula - 1) < 1e-3
assert abs(chi_spin / chi_spin_formula - 1) < 1e-5
assert abs(chi_levels / chi_spin + 1 / 3) < 1e-3
print(f"thermal mean wavenumber <k> = {mean_k:.6f}")
print(f"chi_L/mu0, wave field extrapolated to q=0: {chi_wave:.6e}")
print(f"chi_L/mu0, Landau levels at B={field}: {chi_levels:.6e}")
print(f"chi_L/mu0, formula -<k>/(12 pi^2): {chi_orbital_formula:.6e}")
print(f"chi_P/mu0, spin populations: {chi_spin:.6e}")
print(f"chi_P/mu0, formula <k>/(4 pi^2): {chi_spin_formula:.6e}")
print(f"ratio Landau levels / spin populations: {chi_levels / chi_spin:.5f}")

# Worked example in SI units
density = 5.0e28
kF = (3 * np.pi**2 * density)**(1 / 3)
fermi_energy = const.hbar**2 * kF**2 / (2 * const.m_e)
bohr_magneton = const.physical_constants["Bohr magneton"][0]
states = 3 * density / (2 * fermi_energy)
chi_pauli = const.mu_0 * bohr_magneton**2 * states
chi_landau = -const.mu_0 * density * const.e**2 / (4 * const.m_e * kF**2)
assert abs(chi_landau / chi_pauli + 1 / 3) < 1e-7
print("Worked example, SI")
print(f"density n = {density:.2e} m^-3")
print(f"Fermi wavenumber kF = {kF:.4e} m^-1")
print(f"Fermi energy = {fermi_energy / const.e:.3f} eV")
print(f"density of states at EF, both spins = {states:.4e} J^-1 m^-3")
print(f"n e^2/m = {density * const.e**2 / const.m_e:.4e} A m^-2 per (T m)")
print(f"chi_P = {chi_pauli:.4e} (SI, dimensionless)")
print(f"chi_L = {chi_landau:.4e} (SI, dimensionless)")
print(f"chi_P + chi_L = {chi_pauli + chi_landau:.4e} (SI, dimensionless)")
print(f"chi_L/chi_P = {chi_landau / chi_pauli:.6f}")
print(f"orbital magnetization at B = 1 T: {chi_landau / const.mu_0:.3f} A/m")
print("tests ok")
```

It prints:

```
Zero temperature, K in units of n e^2/m (dimensionless)
q/kF=0.1: quadrature 0.0024987, closed form 0.0024987, K/(q^2 term) 0.99950
q/kF=0.5: quadrature 0.0617116, closed form 0.0617116, K/(q^2 term) 0.98739
q/kF=1.0: quadrature 0.2370115, closed form 0.2370115, K/(q^2 term) 0.94805
q/kF=1.5: quadrature 0.4928227, closed form 0.4928227, K/(q^2 term) 0.87613
q/kF=3.0: quadrature 0.9044067, closed form 0.9044067, K/(q^2 term) 0.40196
longitudinal |K| at q/kF=0.5 below 1e-9: True
longitudinal |K| at q/kF=3.0 below 1e-9: True
extrapolated K/(n e^2/m) / (q/kF)^2 = 0.250000
series of K/(n e^2/m) in z = q/(2kF): -z**6/35 - z**4/5 + z**2
Finite temperature, hbar=m=e=1: mu=0.5, T=0.1
q=0.25: K from diagonalization 5.154646e-04, from formula 5.154646e-04
q=0.5: K from diagonalization 2.040479e-03, from formula 2.040479e-03
thermal mean wavenumber <k> = 0.980126
chi_L/mu0, wave field extrapolated to q=0: -8.275940e-03
chi_L/mu0, Landau levels at B=0.05: -8.276422e-03
chi_L/mu0, formula -<k>/(12 pi^2): -8.275627e-03
chi_P/mu0, spin populations: 2.482688e-02
chi_P/mu0, formula <k>/(4 pi^2): 2.482688e-02
ratio Landau levels / spin populations: -0.33337
Worked example, SI
density n = 5.00e+28 m^-3
Fermi wavenumber kF = 1.1397e+10 m^-1
Fermi energy = 4.949 eV
density of states at EF, both spins = 9.4588e+46 J^-1 m^-3
n e^2/m = 1.4090e+21 A m^-2 per (T m)
chi_P = 1.0223e-05 (SI, dimensionless)
chi_L = -3.4077e-06 (SI, dimensionless)
chi_P + chi_L = 6.8153e-06 (SI, dimensionless)
chi_L/chi_P = -0.333333
orbital magnetization at B = 1 T: -2.712 A/m
tests ok
```
